Offset-Γ integration of the Coulomb singularity in GW calculations

**1. What dimension and symmetry fix**

A GW self-energy contains zone averages (1/N) Σ_q f(q) in which f behaves as A/q² near q = 0. The singularity is integrable in three dimensions, but a regular mesh containing q = 0 asks for its value at the singular point. Let the mesh have N = n³ points, let Ω be the cell volume and V = NΩ the supercell volume, and put L = V^(1/3). The algebra is in atomic units.

We want a finite number C to stand for 1/q² at q = 0. For a given lattice shape, L is the only length in the pure 1/q² problem, so C = number × L². Written as C = 1/Q², this gives

Q = number / L.

The missing point therefore behaves like a point at a fixed fraction of the mesh spacing. Since it carries weight 1/N ∝ 1/L³, omitting it costs an error of order L²/L³ = 1/L.

Symmetry constrains the arrangement without fixing it. Terms odd in q, such as b·q/q², must average to zero, and taking the points in pairs ±Q ensures this for every odd term. In a cubic crystal, q_a q_b/q² must average to δ_ab/3. Six points ±Q along the three cubic axes, equally weighted, satisfy both demands; so do other sets, such as eight points along the body diagonals. We take the six axis points. This is the offset-Γ method. What remains is to find the number, and to see what the points do beyond the leading term.

**2. Weights and the condition for Q**

Let each point carry weight w. The function f = 1 must average to 1. The N − 1 regular points supply (N − 1)/N, so 6w = 1/N and

w = 1/(6N).

The radius is fixed by an auxiliary function that has the periodicity of the reciprocal lattice and the right singularity:

F(q) = Σ_G exp(−α|q+G|²)/|q+G|².

Its zone average is known. The sum over G and the integral over one zone together make an integral over all p = q + G:

⟨F⟩ = Ω/(2π)³ ∫ d³p exp(−αp²)/p²
= Ω/(2π)³ · 4π ∫₀^∞ dp exp(−αp²)
= Ω/(2π)³ · 4π · ½(π/α)^(1/2)
= Ω/(4π^(3/2) α^(1/2)).

By cubic symmetry F is equal at the six points; call this value F(Q). Requiring the discrete sum to reproduce ⟨F⟩ gives

F(Q) = N⟨F⟩ − Σ_{q≠0} F(q).   (1)

This is one scalar equation for Q, solved by bracketing.

**3. The number: Q and the Madelung potential**

For small Q, separate the G = 0 term of F(Q):

F(Q) = 1/Q² − α + Σ_{G≠0} exp(−αG²)/G² + O(Q²).

There is no linear term, because the average over ±Q removes it. Move the G ≠ 0 sum to the right of (1). It joins the mesh sum to make a sum over all nonzero supercell reciprocal vectors K:

1/Q² = N⟨F⟩ + α − Σ_{K≠0} exp(−αK²)/K² + O(Q²).   (2)

Now consider unit point charges repeated with the supercell, in a neutralizing background, with zero mean potential:

φ(r) = (4π/V) Σ_{K≠0} exp(iK·r)/K².

Use the identity

1/K² = exp(−αK²)/K² + ∫₀^α dt exp(−tK²).

In the second part, add and subtract K = 0. The subtraction gives −4πα/V. Poisson summation turns the full sum into Gaussians centred on the supercell vectors R, and with u = d/(2√t) each one integrates to

4π ∫₀^α dt (4πt)^(−3/2) exp(−d²/4t) = erfc(d/(2√α))/d,  d = |r − R|.

Define v_M as the limit of φ(r) − 1/r at r = 0. The R = 0 term contributes −erf(r/(2√α))/r → −1/(πα)^(1/2), so

v_M = (4π/V) Σ_{K≠0} exp(−αK²)/K² − 4πα/V − 1/(πα)^(1/2) + Σ_{R≠0} erfc(R/(2√α))/R.

Since (4π/V)N⟨F⟩ = 1/(πα)^(1/2), comparison with (2) gives, once L ≫ 2√α makes the erfc sum negligible,

1/Q² = −V v_M/(4π) + O(Q²).   (3)

For a simple cubic lattice v_M = −2.8373/L, hence Q = 0.3349 × 2π/L: about one third of a mesh spacing. The correction to 1/Q² is of order Q², so the relative correction to Q is of order Q⁴ ∝ L⁻⁴. The choice of α enters only through this correction and the erfc term.

**4. Why six points do better than a Madelung constant**

Take the bare exchange of a band state in a gapped crystal. Let J(p) be the sum over occupied bands m of |⟨ψ_nk|exp(ip·r)|ψ_m,k−p⟩|². Then

Σ_x(k) = −(4π/V) Σ_p J(p)/p².

For an occupied, nondegenerate state J(0) = 1; for an empty state J(0) = 0. Dropping the singular term thus misplaces occupied states relative to empty ones.

Write J(p) = ∫ d³r j(r) exp(−ip·r). With a gap, J is smooth and j is taken to decay exponentially. The infinite crystal gives −∫ j(r)/r d³r, whereas the mesh without p = 0 gives −∫ j(r)φ(r) d³r. The finite-size error is therefore the difference between φ and 1/r at distances short compared with L.

Near the origin, the background gives ∇²(φ − 1/r) = 4π/V. Cubic symmetry makes the quadratic term isotropic, and since ∇²r² = 6,

φ(r) = 1/r + v_M + 2πr²/(3V) + O(r⁴/L⁵).

The six points add the interaction

(4π/(VQ²)) · (1/3) Σ_a cos(Q r_a)
= 4π/(VQ²) − 2πr²/(3V) + (4π/V)(Q²/72) Σ_a r_a⁴ + …

By (3), the first term cancels v_M up to order Q²/V. The second cancels the quadratic term identically. What remains is of order L⁻⁵. Replacing q = 0 by the six points also moves the points p = G ≠ 0 to G + Q; a smooth function averaged over the six points changes there by (Q²/6)∇², which with the prefactor 1/V is again of order L⁻⁵.

Adding the constant 4π/(VQ²) alone removes the 1/L error but leaves 2πr²/(3V), an error of order 1/N. The gain comes from evaluating the matrix elements at the displaced points.

**5. Screened interactions: a slower limit**

A nonanalytic term of degree d in p has a Fourier transform falling as R^−(3+d). Poisson summation samples it at R ∝ L, so its mesh error is of order L^−(3+d). The six-point contribution, weight 1/V times Q^d, scales the same way. In bare exchange the degree-zero terms have the form p_a p_b/p²: their trace is a constant, integrated by the total weight, and their traceless part cancels by cubic symmetry. Odd degrees cancel too. The next degree is 2, giving L⁻⁵.

Screening can change this. Let the denominator contain a cubic quartic term:

1/(εp² + κΣ_a p_a⁴) = 1/(εp²) − κΣ_a p_a⁴/(ε²p⁴) + …

The second term has degree zero. Its angular mean involves ⟨Σ_a p_a⁴/p⁴⟩ = 3/5, but on the axes this ratio is 1. This difference gives an error of order L⁻³. The regular mesh adds another of the same order, because the anisotropic part of the term has a Fourier transform falling as R⁻³, sampled at R ∝ L. Nothing in the two conditions of section 2 makes the two cancel, so the total error is in general of order L⁻³, that is 1/N. A correlation self-energy should not be extrapolated with the exchange law.

**6. Orthorhombic cells: unequal weights**

This is an extension of the cubic scheme for bare exchange. With lower symmetry the quadratic term is anisotropic:

φ − 1/r = v_M + ½ Σ_a T_a r_a² + …,  Σ_a T_a = 4π/V.

Give each of the two points on axis a the weight D_a/(2N), with a common Q. Their interaction is

(4π/(VQ²)) Σ_a D_a cos(Q r_a)
= (4π/(VQ²)) Σ_a D_a − (2π/V) Σ_a D_a r_a² + …

The quadratic terms cancel if D_a = V T_a/(4π). Then Σ_a D_a = 1, so constants are still integrated correctly.

To compute T_a, differentiate the Ewald form of section 3 twice. From erf(r/(2√α))/r = (πα)^(−1/2)[1 − r²/(12α) + …], the R = 0 term contributes 1/(6π^(1/2)α^(3/2)). Neglecting the exponentially small R ≠ 0 terms,

D_a = V/(24π^(3/2)α^(3/2)) − Σ_{K≠0} exp(−αK²) K_a²/K².

The first term is N times the zone average of the periodized function exp(−αp²)p_a²/p². The weights thus integrate this second auxiliary function in the small-Q limit, as Q does the first.

The D_a depend on the shape of the supercell, not of the primitive cell. Choosing different mesh divisions so that the supercell is nearly cubic brings them near 1/3. For tetragonal supercells the results are:

c/a = 1.2: D_x = D_y = 0.423, D_z = 0.154
c/a = 2: D_x = D_y = 0.719, D_z = −0.438

A negative weight is legitimate quadrature, but it loses the positivity of a sum of positive terms. Ewald tests along x and z confirm a residual interaction of order r⁴ with these weights. Equal weights in the two elongated cells leave r² along z.

**7. Algorithm**

    input: lattice, n, α
    build the regular q mesh, including q = 0
    S = sum of F(q) over q ≠ 0
    solve F(Q) = N<F> - S for Q > 0
    set six points ±Q e_a, each with weight 1/(6N)
    for every regular q ≠ 0:
        compute overlaps and W(q, ω)
        add the self-energy term with weight 1/N
    for every offset point Q_i:
        compute states at k - Q_i for all required k
        compute overlaps and W(Q_i, ω)
        add the self-energy term with weight 1/(6N)
    repeat with larger n

For an orthorhombic cell, use the zero-order part of (2) for Q and the weights D_a/(2N). The same offset points serve every frequency.

**Cost.** The sum for F takes of order N N_G operations, where N_G is the number of retained G vectors. Without symmetry, the number of q points rises from N to N + 5, and each offset needs states on a displaced k mesh. Crystal symmetry can relate W at the six points, but at a given k the overlaps may be merged by operations that leave k unchanged up to a reciprocal lattice vector; an operation that takes k to an inequivalent point does not in general allow this.

**Stability.** A small α needs many G vectors; a large α enlarges the O(Q²) correction, since exp(−αQ²)/Q² = 1/Q² − α + α²Q²/2 − … shifts Q by the relative amount α²Q⁴/4, and it eventually spoils the separation L ≫ 2√α. Equation (3) supplies a starting value for the root search. As the mesh is refined Q tends to zero, and products of two interband overlaps, each of order Q, are divided by Q², so a fixed numerical error δ in an overlap becomes an error of order δ/Q in such a ratio, for example in the head of the dielectric function. In the self-energy the weight 1/N ∝ Q³ offsets this: the interband error in bare exchange is of order δQ², while the screened head, of weight 1/(VQ²) ∝ Q, keeps an error of order δ that does not fall as the mesh is refined. States at k − Q_i should be computed consistently with those at k.

**Failure modes.** In a metal, occupations jump at the Fermi surface, J is not smooth, and the L⁻⁵ argument fails. In a noncubic crystal, a screened head 1/(p·ε·p) is not matched by the isotropic auxiliary function, and a 1/L error can survive; the weights of section 6 do not cure this. If v_M is not negative, (3) gives no real Q. A slab with a truncated Coulomb interaction has a different singularity and needs its own auxiliary function.

**8. A two-site insulator**

The model is a simple cubic lattice with a = 4 Å. Sites at the corner and body centre have energies +Δ and −Δ, with Δ = 4 eV, and nearest-neighbour hopping t = 0.25 eV. The off-diagonal Hamiltonian element is

g(k) = 8t cos(k_x a/2) cos(k_y a/2) cos(k_z a/2).

The lower band is filled, and one spin is considered. Orbital densities are Gaussians proportional to exp(−r²/(2s²)), s = 0.8 Å, and products of different orbitals are neglected. With E = (Δ² + g²)^(1/2), the band projector is P = ½(1 − H/E). Writing g′, E′ for values at k − p, the trace of P(k)P(k − p) gives

J(p) = exp(−s²p²) · ½[1 + (Δ² + gg′)/(EE′)].

The reference is a real-space sum of the density matrix times Coulomb integrals, which has no singular q point. It gives Σ_x(X) = −10.08856 eV = −0.370748 hartree, and −9.85798 eV at Γ. These are values for this model, without correlation.

At X = (π/a, 0, 0), g = 0 and g′ ≈ 4ta p_x = (4 eV Å) p_x. The bracketed factor, including its ½, becomes 1 − g′²/(4Δ²) = 1 − (0.25 Å²)p_x². Hence

J(p) ≈ 1 − (0.64 Å²)p² − (0.25 Å²)p_x².

The errors in Σ_x(X), relative to the real-space value, are in eV:

n = 4: dropped 2.52; Madelung constant −3.15×10⁻²; offset-Γ 3.96×10⁻⁴
n = 8: dropped 1.27; Madelung constant −3.98×10⁻³; offset-Γ 1.32×10⁻⁵
n = 24: dropped 0.425; Madelung constant −1.48×10⁻⁴; offset-Γ 5.5×10⁻⁸

"Dropped" omits just p = 0. For n = 24, L = 96 Å, and the leading estimate is 2.8373e²/L = 2.8373 × 14.400/96 = 0.4256 eV, against 0.4254 eV computed.

The Madelung error can also be predicted. The constant supplies 1/Q² but omits the average of the quadratic part of J divided by p², which is −(0.64 + 0.25/3) = −0.723 Å². Therefore

ΔΣ = −(4πe²/V)(0.723 Å²) = −1.48×10⁻⁴ eV

for V = (96 Å)³, in agreement with the calculation. Between n = 12 and n = 24 the three errors fall with powers 0.998, 2.998 and 4.996 of 1/L. The point X tests more than Γ does, because its overlap is anisotropic and the six contributions are not all equal.

For the screened case, take the integrand 4πe² exp(−s²p²)/(εp² + κΣ_a p_a⁴), with ε = 4 and κ = 2 Å². The continuum value is 2.1626 eV. The offset-Γ errors are −3.06×10⁻⁴ eV at n = 12 and −3.86×10⁻⁵ eV at n = 24, a power of 2.985. This is the 1/N behaviour derived in section 5. The remaining values are in the numerical output.

Computed values

```
Lattice constant a: 4.0 angstrom
Auxiliary alpha: 1.0 angstrom^2
Gaussian width s: 0.8 angstrom
On-site energies: +/-4.0 eV; hopping: 0.25 eV
Squared charge e^2: 14.399645 eV angstrom
Zone mean of F, formula: 2.87339395 angstrom^2
Zone mean of F, quadrature: 2.87339395 angstrom^2
Madelung number v_M*L, Ewald: -2.837297 (no unit)
Madelung number, neutral cubes: -2.837301 (no unit)
Limiting Q/(2 pi/L): 0.334944 (no unit)
n=4: Q=0.13155237 1/angstrom, Q/limit-1=1.524e-04
n=8: Q=0.06576678 1/angstrom, Q/limit-1=9.424e-06
n=12: Q=0.04384419 1/angstrom, Q/limit-1=1.858e-06
n=24: Q=0.02192206 1/angstrom, Q/limit-1=1.160e-07
Order of Q deviation in 1/L: 4.002
n=8, alpha halved: Q=0.06576672 1/angstrom
Exact exchange at Gamma: -9.85797764 eV
Exact exchange at X: -10.08855630 eV = -0.37074761 Ha
Exact X minus Gamma: -0.23057866 eV
n=12 offset exchange at Gamma: -9.85797703 eV
n=12 offset error at Gamma: 6.109e-07 eV
Errors at X in eV: dropped / Madelung constant / offset-Gamma
n=4: 2.522008e+00 / -3.149725e-02 / 3.959425e-04
n=8: 1.272773e+00 / -3.979210e-03 / 1.317298e-05
n=12: 8.499868e-01 / -1.181510e-03 / 1.746300e-06
n=24: 4.254363e-01 / -1.478772e-04 / 5.473305e-08
n=4: offset exchange at X = -10.08816036 eV
n=8: offset exchange at X = -10.08854313 eV
n=12: offset exchange at X = -10.08855455 eV
n=24: offset exchange at X = -10.08855624 eV
Error orders at X, n=12 to 24: 0.998 / 2.998 / 4.996
Overlap curvature at X: 0.2500 angstrom^2
Predicted Madelung-only error, n=24: -1.479403e-04 eV
Screened model: epsilon=4.0, kappa=2.0 angstrom^2
Screened continuum value: 2.16261130 eV
Screened offset error, n=12: -3.056675e-04 eV
Screened offset error, n=24: -3.859532e-05 eV
Screened error order: 2.985
c/a=1.0: D_x=0.333333, D_z=0.333333 (no unit)
  z error powers of r: tuned 4.002, equal weights 4.001
c/a=1.2: D_x=0.422794, D_z=0.154412 (no unit)
  z error powers of r: tuned 3.996, equal weights 1.967
c/a=2.0: D_x=0.718784, D_z=-0.437569 (no unit)
  z error powers of r: tuned 3.991, equal weights 1.990
```
